Ewald Settings and the Γ Point for Canonical KKR-ASA Structure Constants

**One s orbital per atom**

Put one atom in each cell of a Bravais lattice with cell volume Ω, and let w be the Wigner–Seitz radius, Ω = 4πw³/3. If each atom carries only the s-wave tail w/r of zero kinetic energy, the structure constant at Bloch vector k is

S_ss(k) = −2 Σ_{R≠0} exp(ik·R) w/R.

The factor −2 is a convention explained below. The sum cannot simply be cut off: replacing it by an integral up to radius ρ gives (4π/Ω)(1−cos kρ)/k² for Σ exp(ik·R)/R, which keeps oscillating as ρ grows. Ewald's remedy is to write

1/R = erfc(ηR)/R + erf(ηR)/R.

The first part is short-ranged. The second is the potential of a Gaussian unit charge, so by Poisson's equation its Fourier transform is 4π exp(−q²/4η²)/q². Summed over all R, including R=0, it becomes a sum over q = k+G, with G the reciprocal-lattice vectors. The R=0 value, 2η/√π, must then be subtracted:

Σ_{R≠0} exp(ik·R)/R = Σ_{R≠0} exp(ik·R) erfc(ηR)/R + (4π/Ω) Σ_G exp(−q²/4η²)/q² − 2η/√π.

The parameter η moves work between the two sums without changing the total.

At small k the G=0 term contains 4π/(Ωk²). With κ = kw, multiplication by w gives 4πw³/(Ωκ²) = 3/κ². Everything else is analytic in k, and even because the lattice has inversion symmetry. Hence

S_ss = −6/κ² + 2α + O(κ²),

where −α/w is the potential at a site due to all other unit point charges and a uniform neutralizing background, with the cell average of the total potential set to zero. No choice of η removes the pole. A program must decide what to do at Γ, and that decision involves the p and d orbitals too.

**What the structure constants do**

Let L = (l,m), and let Y_L be real spherical harmonics, which depend on the direction of their argument. In the atomic-sphere approximation (ASA), the radial solution with logarithmic derivative D_l = w u_l'(w)/u_l(w) is matched at r=w to A(r/w)^l + B(w/r)^{l+1}. Value and slope give

A+B = u_l(w),  lA−(l+1)B = D_l u_l(w),

so A/B = −(D_l+l+1)/(D_l−l).

The regular part A must be supplied by the tails of all other atoms. Define S by their expansion for r<R:

(w/|r−R|)^{l+1} Y_L(r−R) = −Σ_L' (r/w)^{l'} Y_L'(r) S_L'L(R)/[2(2l'+1)].

For l=l'=0 this gives S=−2w/R, as used above. If the irregular amplitudes are c_L exp(ik·R), equating regular parts at the origin gives

P_l' c_L' = Σ_L S_L'L(k) c_L,  P_l = 2(2l+1)(D_l+l+1)/(D_l−l).

The bands are the roots of det(P−S) = 0. The potential enters through P, the lattice through S.

**All blocks from one set of sums**

Write J_L(r) = r^l Y_L(r), a harmonic polynomial, and H_L(r) = Y_L(r)/r^{l+1}. One rule does most of the work: the average of J_L over an isotropic Gaussian centred at c is J_L(c). For real c this is the mean-value property of harmonic functions. Both sides are polynomials in c, so it also holds for complex c.

Write exp(−t²r²) as a Fourier integral over q. The operator J_L(∇) inserts J_L(iq), and completing the square puts the Gaussian's centre at q = 2it²r. Therefore

J_L(∇) exp(−t²r²) = (−2t²)^l J_L(r) exp(−t²r²).

Insert this in 1/r = (2/√π)∫₀^∞ exp(−r²t²)dt. With ∫₀^∞ t^{2l}exp(−r²t²)dt = Γ(l+½)/(2r^{2l+1}) and Γ(l+½) = (2l−1)!!√π/2^l,

J_L(∇)(1/r) = (−1)^l (2l−1)!! H_L(r).

Now start from the multipole expansion

1/|r−R| = Σ_L' [4π/(2l'+1)] J_L'(r) H_L'(R).

Acting on it with J_L(∇_r) is the same as acting with (−1)^l J_L(∇_R). This sign cancels the one in the previous identity, so

H_L(r−R) = [1/(2l−1)!!] Σ_L' [4π/(2l'+1)] J_L'(r) J_L(∇_R)H_L'(R).

Next replace H_L'(R) by (−1)^{l'}J_L'(∇_R)(1/R)/(2l'−1)!!. The product J_L J_L' is a sum of terms C_LL'L'' r^{l+l'−l''}J_L''(r), where C_LL'L'' = ∫Y_L Y_L' Y_L'' over the sphere. Terms with l''<l+l' contain ∇², which annihilates 1/R for R≠0. Only l''=l+l' survives, and its sign is (−1)^{l'}(−1)^{l''} = (−1)^l. Comparison with the definition of S gives

S_L'L(k) = −8π(−1)^l (2l''−1)!!/[(2l−1)!!(2l'−1)!!] Σ_m'' C_LL'L'' D_L''(k),  l''=l+l',

D_L(k) = Σ_{R≠0} exp(ik·R)(w/R)^{l+1}Y_L(R).

An spd calculation therefore needs D_L up to l=4, which is 25 sums. Changing R to −R shows D_L* = (−1)^l D_L. Combined with the factor (−1)^l in S, this makes S(k) Hermitian.

**The Ewald formula for every l**

Write the inverse power as

R^{−2l−1} = [2/Γ(l+½)]∫₀^∞ t^{2l}exp(−R²t²)dt

and cut the integral at t=η. The part above η multiplies H_L(R) by Q(l+½,η²R²), the regularized upper incomplete gamma function. For l=0 this is erfc(ηR).

The part below η is summed in reciprocal space, using Σ_R exp(ik·R)f(R) = (1/Ω)Σ_G ∫f(r)exp(iq·r)d³r. Completing the square now puts the centre at r = iq/(2t²), so

∫J_L(r)exp(−t²r²+iq·r)d³r = (√π/t)³ (i/2t²)^l J_L(q) exp(−q²/4t²).

The powers t^{2l} and t^{−2l} cancel. With v=1/t², the remaining integral is

∫₀^η t^{−3}exp(−q²/4t²)dt = ½∫_{1/η²}^∞ exp(−q²v/4)dv = (2/q²)exp(−q²/4η²).

The prefactor is [2/Γ(l+½)]π^{3/2}(i/2)^l·2 = 4π i^l/(2l−1)!!. The result is

D_L(k) = Σ_{R≠0} exp(ik·R)(w/R)^{l+1}Y_L(R) Q(l+½,η²R²)
 + {4π i^l w^{l+1}/[Ω(2l−1)!!]} Σ_G q^{l−2}Y_L(q)exp(−q²/4η²)
 − δ_{l0} wη/π.

The last term is the R=0 contribution, w(2η/√π)/√(4π). It is absent for l>0 because J_L(0)=0.

**Choosing η and the cutoffs**

Use one number X for both cutoffs: R<X/η and q<2ηX. Both sums then end near exp(−X²). The prefactors grow with l: for large ηR, Q behaves as (ηR)^{2l−1}exp(−η²R²)/Γ(l+½), and the reciprocal terms carry q^{l−2}. With the powers of w included, the truncation error of D_L grows from l to l+1 by a factor of about ηwX/(l+½) in both sums, so it rises up to l near ηwX and falls beyond. For an spd basis with ηw≈1.1 and X of 4 or more, convergence should therefore be judged at l=4, not at l=0; for larger bases the worst sum can lie below l=2lmax, and all l should be checked.

Dividing the cutoff spheres' volumes by the volume per lattice point gives

N_R ≈ (4π/3)X³/(Ωη³),  N_G ≈ (4π/3)(2Xη)³Ω/(8π³).

Their product is independent of η, so their sum is smallest when they are equal. This gives

η = √π/Ω^{1/3}

if both kinds of vector cost the same. For fcc, Ω=a³/4 and ηa≈2.8.

The general point k=(0.70,0.40,0.25)2π/a, with X=7, shows the trade. At ηa=2.5 there are 368 R and 182 G vectors; at ηa=4.0 there are 86 and 739. The equal-count estimate is √(368×182)≈259 of each. The l=0 sum is

ηa=2.5: −0.00303+0.10006−0.31099 = −0.21396,
ηa=4.0: −0.00001+0.28363−0.49758 = −0.21396.

A useful check in any code is to change η with X fixed: a drift in any D_L signals a short cutoff or a wrong factor. It does not detect an error common to all η, such as a wrong Gaunt factor. For that reason the sums were also tested against a smoothly windowed direct lattice sum, and the tail expansion against angular quadrature.

**What happens near Γ**

Let n=k/k. The singular part of the G=0 term, using 4πw³/Ω=3, is

D_L^sing = 3 i^l κ^{l−2}Y_L(n)/(2l−1)!!.

The remainder of that term contains [exp(−k²/4η²)−1]/k². It is analytic, tends to −1/(4η²), and should be evaluated with a function that computes exp(x)−1 without cancellation.

In a cubic lattice the regular l=2 sums vanish at Γ, because no l=2 harmonic is invariant under the cubic group. The regular odd-l sums vanish there by inversion. The blocks follow by inserting D^sing:

- ss: −6/κ²+2α. It diverges isotropically.
- sp: 8π(1/√4π)(3i/κ)√(3/4π)n_α = 6√3 i n_α/κ. It diverges with a direction-dependent coefficient.
- sd: here D_2m→−Y_2m(n), so S_s,d→2√(4π)Y_2m(n), which is finite but direction-dependent.
- pp: −24πΣ_m C Y_2m(n). The l=2 part of Y_1αY_1β is (3/4π)(n_αn_β−δ_αβ/3), so S_pp→6δ_αβ−18n_αn_β.

Thus ss and sp have no finite limits. The pd block vanishes at Γ, and dd has a unique limit.

The pp eigenvalues are −12 along k and 6 across it. At κ=0.001 they are −12.000, 6.000 and 6.000 in the [001], [110] and [111] directions, although individual elements differ: S_zz is −12, 6 and 0 respectively.

This dependence on direction is also a dependence on summation order. For k normal to a set of planes, the phase is constant on each plane. The integral of (3cos²θ−1)/(2R³) over a disc of radius ρ at height z≠0 is πρ²/(ρ²+z²)^{3/2}, which vanishes as ρ→∞. What remains of a plane's sum comes from its nonzero in-plane reciprocal vectors and decays exponentially with |z|, so k→0 may be taken plane by plane. Summation by (001) planes gives S_zz=−11.9999, the longitudinal limit. Summation by spheres gives zero, which is the limit for no direction of k as a whole matrix.

**The bands have no such ambiguity**

For general l and l', D^sing contributes

−24π(−1)^l i^{l+l'} κ^{l+l'−2}/[(2l−1)!!(2l'−1)!!] Σ_m'' C_LL'L''Y_L''(n),  l''=l+l'.

Extending the sum to all l'' turns it into Y_L(n)Y_L'(n). The added terms have l+l'−l'' even and at least 2, so they are polynomials in k. Since (−1)^l i^l=(−i)^l,

S = −(6/κ²)uu† + S_reg,  u_L = √(4π) i^l κ^l Y_L(n)/(2l−1)!!,

with S_reg analytic. The pole is a single rank-one matrix. In the pp block it supplies −18n_αn_β, leaving S_reg,pp=6δ_αβ at Γ.

With M=P−S_reg, the determinant lemma gives

(κ²/6)det(P−S) = (κ²/6)det M + u†adj(M)u.

As κ→0, u tends to the unit vector on s. At fixed finite P the right side tends to the ss element of adj(M), which is the determinant of M with the s row and column removed. Direction has disappeared. This limit was tested in three directions for two values of P_s.

The rule at Γ is therefore to drop s and solve with S_reg for l≥1, treating the s level separately. For a cubic Bravais lattice with l≤2 the p root is P_p=6. Since P_p = 6+18/(D_p−1), this means D_p→±∞: the radial p function has a node at the sphere. This value belongs to the spd basis: the pf block contains the l=4 sums, which do not vanish at Γ in fcc, so f orbitals shift the p root. Two shortcuts give wrong p levels. Using the spherical sum sets P_p=0, hence D_p=−2. Keeping 6δ−18nn while deleting sp produces a false level at P_p=−12.

For fcc the d roots at Γ are P_d=−2.744 (three) and 4.116 (two). Their sum is zero to rounding, because Σ_m Y_2m² is constant on the sphere and has no l=4 part. At X the d block alone gives −16.40, −14.59, 9.13 and 10.94 (two), again with zero sum. At X=(0,0,1)2π/a the vector 2k is a reciprocal-lattice vector, so D_L(k)=D_L(−k)=D_L(k)*. With D_L*=(−1)^l D_L, the odd-l sums vanish and p couples to neither s nor d. Of the l=2 sums, the symmetry about z allows only D_20, so s mixes with the 3z²−1 orbital alone. That level needs the s orbital restored; the other four are already roots of the spd determinant.

If a code accepts only k≠0, a small displacement works. The scaled determinant is analytic and even in k, so its displacement error is O(κ²). Rounding in S_ss is of order ε/κ² for machine precision ε, but in the scaled determinant it is multiplied by κ²/6 and stays of order ε, so there κ can be made much smaller without loss. The ε/κ² error does survive in a quantity obtained by subtracting the pole, such as 2α from S_ss+6/κ². There, ignoring prefactors, displacement and rounding errors balance at κ~ε^{1/4}, about 10⁻⁴ in double precision.

**The missing root is an s level**

The excluded root has |P_s|→∞, that is D_0→0. In a cubic lattice with l≤2, s couples at order 1/κ only to the p orbital along k, with squared coupling 108/κ² and diagonal element −12 of S. Eliminating that orbital at fixed finite P_p gives κ²P_s→−6+108/(P_p+12) = −6(P_p−6)/(P_p+12). Since D_0≈2/P_s and D_0 falls as the energy rises, the level is a band minimum for P_p>6 or P_p<−12, where P_s→−∞, and a local band top for −12<P_p<6, where P_s→+∞. The bottom of the free-electron band, where P_p itself diverges, can be followed one order further. Take zero potential and x²=2mEw²/ħ². The spherical Bessel functions give D_0=−x²/3−x⁴/45+…, D_1=1−x²/5+… and D_2=2−x²/7+…, so

P_s = 2+2/D_0 = 12/5−6/x²+O(x²),  P_p ≈ −90/x²,  P_d ≈ −350/x².

Eliminating p from the secular equation subtracts Σ_α|S_s,pα|²/P_p from P_s−S_ss. The squared coupling is 108/κ², so with x²≈κ² this adds 108/90=6/5. The d contribution is O(κ²). Hence

12/5−6/x²+6/κ²−2α+6/5 = 0,

E = (ħ²k²/2m)[1−(9/5−α)κ²/3+O(κ⁴)].

For fcc α=1.79175, and the coefficient of κ² is −0.00275. The numerical roots at κ=0.02 reproduce it in all three directions. Without p orbitals the 6/5 is missing and the coefficient becomes (α−6/5)/3≈+0.197, some seventy times larger in size. At zero potential the sp divergence is thus needed for the k⁴ term of the band as well as for the p levels. In a potential that leaves P_p finite at the s level, the term 108/(P_p+12) already changes the k² term.

The number 9/5 has a geometric meaning. Replace the cell by a sphere of radius w. A central unit charge and its background give the potential 1/r−3/(2w)+r²/(2w³), whose average is (3/2−3/2+3/10)/w. Setting the average to zero leaves −(3/2+3/10)/w=−(9/5)/w at the centre, apart from the charge's own 1/r. In this model the other cells, being neutral spheres, contribute nothing at the centre. The defect 9/5−α measures how far the lattice of neutral polyhedral cells, whose multipole fields reach their neighbours, departs from it.

For w=1.5 Å and κ=0.5, k=1/3 Å⁻¹ and ħ²k²/2m=0.42333 eV. The ASA root with l≤2 is 0.42304 eV in all three directions, lower by 0.07%. The formula predicts the ratio 1−0.00275×0.25=0.99931; the roots give 0.999316, 0.999314 and 0.999313 in the three directions. This discrepancy belongs to the ASA: tighter Ewald cutoffs cannot reduce it.

**Where the guidance applies**

The Ewald formula holds for any three-dimensional Bravais lattice. The values 6 and −12 rest on the vanishing of the regular l=2 sums at Γ, which cubic symmetry guarantees; wherever those sums are nonzero they add finite terms to sd and pp at Γ. With several atoms per cell, the sums also depend on the displacement between sublattices, and the rule of dropping a single s row no longer applies as stated. The numerical output below gives four of the sums and selected elements of the small-k blocks.

Computed values

```
fcc lattice, lmax = 2; pure numbers unless a unit is given
w/a = 0.390796; number of sums D_L = 25
general k = (0.70, 0.40, 0.25) in units of 2 pi/a
eta a = 2.5: 368 R vectors, 182 G vectors
  D_00 real -0.00303082, recip 0.10005864, self -0.31098583
  D_00 total -0.21395801
eta a = 4.0: 86 R vectors, 739 G vectors
  D_00 real -0.00001497, recip 0.28363429, self -0.49757733
  D_00 total -0.21395801
D l=1,m=0: Ewald 0.00000000-0.01236993j, direct 0.00000000-0.01236993j
D l=2,m=0: Ewald 0.03851577-0.00000000j, direct 0.03851577-0.00000000j
D l=4,m=0: Ewald -0.00382479+0.00000000j, direct -0.00382479-0.00000000j
largest Ewald - direct difference = 2.2e-11
largest change with eta = 1.7e-16
largest tail-expansion error = 5.3e-14
Madelung alpha: Ewald 1.7917472, direct 1.7917472
small-k blocks at kappa = 0.001
[001] kappa^2 S_ss = -5.999996
  kappa Im S_s,z = 10.392303
  S_s,3z2-1 = 4.47214, S_s,xy = 0.00000
  S_zz = -12.00000, S_xy(pp) = -0.00000
  pp eigenvalues: [-12.   6.   6.]
[110] kappa^2 S_ss = -5.999996
  kappa Im S_s,z = -0.000000
  S_s,3z2-1 = -2.23607, S_s,xy = 3.87298
  S_zz = 6.00000, S_xy(pp) = -9.00000
  pp eigenvalues: [-12.   6.   6.]
[111] kappa^2 S_ss = -5.999996
  kappa Im S_s,z = 5.999999
  S_s,3z2-1 = -0.00000, S_s,xy = 2.58199
  S_zz = 0.00000, S_xy(pp) = -6.00000
  pp eigenvalues: [-12.   6.   6.]
S_zz summed by (001) planes = -11.9999
S_zz summed by spheres = 0.0000
finite p root at Gamma, P_p = 6.000000
d-block eigenvalues at Gamma: [-2.7438 -2.7438 -2.7438  4.1158  4.1158]
d-block eigenvalues at X: [-16.4037 -14.5948   9.1269  10.9358  10.9358]
zero potential: predicted kappa^2 coefficient = -0.002751
  [001] coefficient from kappa = 0.02: -0.002751
  [110] coefficient from kappa = 0.02: -0.002751
  [111] coefficient from kappa = 0.02: -0.002751
w = 1.5 angstrom, kappa = 0.5
free-electron energy = 0.423331 eV
  [001] ASA energy = 0.423042 eV, ratio 0.999316
  [110] ASA energy = 0.423041 eV, ratio 0.999314
  [111] ASA energy = 0.423041 eV, ratio 0.999313
```
